**Singlet-to-triplet excitation: zero direct term, finite exchange term**

The program tests the statement that spin-independent forces give no direct singlet-to-triplet amplitude, while exchange gives dσ/dΩ = (3/8π²)(kf/ki)|X|². Here ki and kf are the incident and final wave numbers, and X is the Coulomb integral in which the incoming electron is captured into orbital b while an electron from orbital a leaves. Explicit three-electron tensors assert the direct zero, the spin factor 3, the spin-flip share 2/3 and the absence of interference with a spin-preserving direct path. Time evolution on a five-site chain asserts that a distinguishable projectile produces no triplet, whereas identical electrons or a spin-dependent field do. Further assertions compare the closed forms for X, the exchange integral and the singlet cross section with independent integrals, and check that the error of the high-energy law falls as 1/E. For a model target of 1 Å rms radius, the output gives a triplet cross section of 0.0167 Å² at 100 eV, against 3.74 Å² for the singlet. It also shows that first order is unreliable at 10 and 20 eV, and that a spin-orbit coupling of 0.05 eV makes the direct path equal to exchange near 400 eV.

## Numerical check

```python
"""Singlet-to-triplet excitation of a two-electron target by electron impact.

Result under test: with spin-independent forces the direct amplitude is zero
(to all orders for a distinguishable projectile), while exchange gives
  dsigma/dOmega = 3/(8 pi^2) (kf/ki) |X|^2,
  X = int int phi_f*(1) a(1) b*(0) exp(i ki.r0) / r01.
Symbols: a, b = s and p Gaussian orbitals with exponent alpha; ki, kf = initial
and final wave vectors; phi_f = final plane wave made orthogonal to a.
Algebra is in atomic units; printed numbers are in eV, angstrom and lab units.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import expm_multiply
from scipy.special import dawsn, eval_legendre, exp1, gammaincc, spherical_jn
from pyscf import gto

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
AREA = BOHR**2

# ---------- three-electron tensors: first order, spin included ----------
sites = 5
rng = np.random.default_rng(4)
up, down = np.eye(2)
singlet = (np.outer(up, down) - np.outer(down, up)) / np.sqrt(2)
triplets = [np.outer(up, up),
            (np.outer(up, down) + np.outer(down, up)) / np.sqrt(2),
            np.outer(down, down)]


def product_state(wave, spin, pair, pair_spin):
    """Axes: site 0, spin 0, site 1, spin 1, site 2, spin 2."""
    return np.einsum("x,s,yz,tu->xsytzu", wave, spin, pair, pair_spin)


def swap_with_first(state, other):
    order = (2, 3, 0, 1, 4, 5) if other == 1 else (4, 5, 2, 3, 0, 1)
    return state.transpose(order)


random_matrix = rng.normal(size=(sites, sites)) + 1j * rng.normal(size=(sites, sites))
columns = np.linalg.qr(random_matrix)[0]
orb_a, orb_b = columns[:, 0], columns[:, 1]
wave_out = columns[:, 2] + 0.3 * orb_b          # orthogonal to a only
wave_in = rng.normal(size=sites) + 1j * rng.normal(size=sites)
core = rng.normal(size=sites)
repulsion = rng.normal(size=(sites, sites))
repulsion = repulsion + repulsion.T
interaction = (core[:, None, None] + repulsion[:, :, None]
               + repulsion[:, None, :])[:, None, :, None, :, None]
pair_ground = np.outer(orb_a, orb_a)
pair_odd = (np.outer(orb_a, orb_b) - np.outer(orb_b, orb_a)) / np.sqrt(2)
pair_even = (np.outer(orb_a, orb_b) + np.outer(orb_b, orb_a)) / np.sqrt(2)

direct = np.zeros((2, 2, 3), complex)
total = np.zeros((2, 2, 3), complex)
for i, spin_in in enumerate((up, down)):
    acted = interaction * product_state(wave_in, spin_in, pair_ground, singlet)
    for f, spin_out in enumerate((up, down)):
        for m, trip in enumerate(triplets):
            final = product_state(wave_out, spin_out, pair_odd, trip)
            direct[i, f, m] = np.vdot(final, acted)
            total[i, f, m] = (direct[i, f, m]
                              - np.vdot(swap_with_first(final, 1), acted)
                              - np.vdot(swap_with_first(final, 2), acted))
exchange_integral = np.einsum("y,y,xy,x,x->", wave_out.conj(), orb_a,
                              repulsion, orb_b.conj(), wave_in)
spin_sum = np.sum(abs(total[0])**2)
flip_share = np.sum(abs(total[0, 1])**2) / spin_sum
spin_factor = spin_sum / (abs(exchange_integral)**2 / 2)
assert np.max(abs(direct)) < 1e-12
assert abs(spin_factor - 3) < 1e-10
assert abs(flip_share - 2 / 3) < 1e-10
# no interference with a spin-conserving direct path for unpolarised electrons
assert np.max(abs(total[0, 0] + total[1, 1])) < 1e-12
# the space integral alone is zero too, whatever the spin functions
space_V = interaction[:, 0, :, 0, :, 0]
space_only = np.einsum("x,yz,xyz,x,yz->", wave_out.conj(), pair_odd.conj(),
                       space_V, wave_in, pair_ground)
assert abs(space_only) < 1e-12
# the same direct operator does excite the singlet
singlet_final = product_state(wave_out, up, pair_even, singlet)
singlet_start = product_state(wave_in, up, pair_ground, singlet)
singlet_direct = np.vdot(singlet_final, interaction * singlet_start)
singlet_formula = np.sqrt(2) * np.einsum("x,x,xy,y,y->", wave_out.conj(), wave_in,
                                         repulsion, orb_b.conj(), orb_a)
assert abs(singlet_direct - singlet_formula) < 1e-11
assert abs(singlet_direct) > 1e-3

# ---------- all orders: time evolution of three electrons on a lattice ----------
position = np.arange(sites)
hop = -diags([np.ones(sites - 1), np.ones(sites - 1)], [-1, 1])
well = diags(np.where(position < 3, -1.0, 0.0))
one_electron = kron(hop + well, identity(2))
gradient_field = kron(diags(0.3 * position), diags([1.0, -1.0]))
unit = identity(2 * sites)


def sum_over_electrons(op):
    return (kron(kron(op, unit), unit) + kron(kron(unit, op), unit)
            + kron(kron(unit, unit), op))


mutual = 2.0 / (1 + abs(position[:, None] - position[None, :]))
mutual_sum = mutual[:, :, None] + mutual[:, None, :] + mutual[None, :, :]
mutual_full = np.broadcast_to(mutual_sum[:, None, :, None, :, None],
                              (sites, 2) * 3).reshape(-1)
hamiltonian = csr_matrix(sum_over_electrons(one_electron) + diags(mutual_full))
with_field = csr_matrix(hamiltonian + sum_over_electrons(gradient_field))
bound = np.array([0.6, 0.7, 0.4, 0.0, 0.0])
bound /= np.linalg.norm(bound)
far = np.array([0.0, 0.0, 0.0, 0.6, 0.8])
tagged = product_state(far, up, np.outer(bound, bound), singlet)
identical = (tagged - swap_with_first(tagged, 1) - swap_with_first(tagged, 2)) / np.sqrt(3)
assert abs(np.linalg.norm(identical) - 1) < 1e-12


def triplet_weight(state):
    """Electron 0 outside, electrons 1 and 2 in the target region as a triplet."""
    state = state.reshape((sites, 2) * 3)
    triplet_part = (state + state.transpose(0, 1, 2, 5, 4, 3)) / 2
    return np.sum(abs(triplet_part[3:, :, :3, :, :3, :])**2)


def evolve(operator, state, duration=3.0):
    return expm_multiply(-1j * duration * operator, state.reshape(-1).astype(complex))


weight_start = 3 * triplet_weight(identical)
weight_tagged = triplet_weight(evolve(hamiltonian, tagged))
weight_identical = 3 * triplet_weight(evolve(hamiltonian, identical))
weight_field = triplet_weight(evolve(with_field, tagged))
assert weight_start < 1e-20 and weight_tagged < 1e-20
assert weight_identical > 1e-4 and weight_field > 1e-4

# ---------- model target ----------
rms_radius = 1.0            # angstrom, chosen
triplet_eV = 5.0            # eV, chosen
coupling_eV = 0.05          # eV, chosen spin-orbit matrix element
alpha = 0.75 / (rms_radius / BOHR)**2
norm_a = (2 * alpha / np.pi)**0.75
exchange_J = np.sqrt(alpha) / (3 * np.sqrt(np.pi))
mol = gto.M(atom="H 0 0 0", basis={"H": [[0, [alpha, 1.0]], [1, [alpha, 1.0]]]},
            spin=1, verbose=0)
assert abs(mol.intor("int2e")[0, 3, 0, 3] - exchange_J) < 1e-9
splitting_eV = 2 * exchange_J * HARTREE
singlet_eV = triplet_eV + splitting_eV


def wave_numbers(energy, threshold):
    return np.sqrt(2 * energy / HARTREE), np.sqrt(2 * (energy - threshold) / HARTREE)


def scaled_integrals(x):
    """exp(-x) times the integrals over 0<t<1 of exp(x t^2) and t^2 exp(x t^2)."""
    x = np.maximum(x, 1e-10)
    first = dawsn(np.sqrt(x)) / np.sqrt(x)
    return first, (1 - first) / (2 * x)


def exchange_vector(k_in, k_out, orthogonal=True):
    """X divided by i, one component for each p orbital."""
    k_sum, q = k_in + k_out, k_in - k_out
    f0, f1 = scaled_integrals(np.sum(k_sum**2, -1, keepdims=True) / (8 * alpha))
    damping = np.exp(-np.sum(q**2, -1, keepdims=True) / (8 * alpha))
    plane = (-2 * np.sqrt(alpha) * 4 * np.pi / alpha * damping
             * (-k_in / (2 * alpha) * f0 + k_sum / (4 * alpha) * f1))
    if not orthogonal:
        return plane
    k2 = np.sum(k_in**2, -1, keepdims=True)
    g0, g1 = scaled_integrals(k2 / (6 * alpha))
    scale = norm_a**3 * 2 * np.pi**2.5 / (2 * alpha**2 * np.sqrt(3 * alpha))
    bound_part = (-2 * np.sqrt(alpha) * scale * np.exp(-k2 / (12 * alpha))
                  * (-k_in / (2 * alpha) * g0 + k_in / (3 * alpha) * g1))
    overlap = (norm_a * (np.pi / alpha)**1.5
               * np.exp(-np.sum(k_out**2, -1, keepdims=True) / (4 * alpha)))
    return plane - overlap * bound_part


# independent momentum-space quadrature of X
def fourier_a(s):
    return norm_a * (np.pi / alpha)**1.5 * np.exp(-np.sum(s**2, -1) / (4 * alpha))


ki20, kf20 = wave_numbers(20.0, triplet_eV)
test_in = ki20 * np.array([np.sin(1.0), 0.0, np.cos(1.0)])
test_out = kf20 * np.array([0.0, 0.0, 1.0])
nodes, weights = np.polynomial.legendre.leggauss(60)
p, wp = 5 * (nodes + 1), 5 * weights
phi = 2 * np.pi * np.arange(40) / 40
P, C, F = np.meshgrid(p, nodes, phi, indexing="ij")
sine = np.sqrt(1 - C**2)
momentum = np.stack([P * sine * np.cos(F), P * sine * np.sin(F), P * C], -1)
volume = wp[:, None, None] * weights[None, :, None] * (2 * np.pi / 40) / (2 * np.pi**2)
density_out = (fourier_a(test_out - momentum)
               - fourier_a(test_out) * np.exp(-P**2 / (8 * alpha)))
shifted = test_in - momentum
numeric_X = np.sum((volume * density_out * fourier_a(shifted))[..., None]
                   * shifted / np.sqrt(alpha), axis=(0, 1, 2))
formula_X = exchange_vector(test_in, test_out)
assert np.max(abs(numeric_X - formula_X)) < 1e-6 * np.max(abs(formula_X))

cosine, w_cos = np.polynomial.legendre.leggauss(400)
sine_1d = np.sqrt(1 - cosine**2)


def triplet_cross(energy, orthogonal=True, partial=False):
    """Exchange cross section (bohr^2); optionally split by incident l."""
    ki, kf = wave_numbers(energy, triplet_eV)
    k_in = ki * np.stack([sine_1d, cosine], -1)
    k_out = np.broadcast_to(np.array([0.0, kf]), k_in.shape)
    X = exchange_vector(k_in, k_out, orthogonal)
    prefactor = 3 / (8 * np.pi**2) * kf / ki
    sigma = prefactor * 2 * np.pi * np.sum(w_cos * np.sum(X**2, -1))
    if not partial:
        return sigma
    parts = []
    for l in range(41):
        legendre = eval_legendre(l, cosine)
        c = (2 * l + 1) / 2 * np.sum(w_cos * X[:, 1] * legendre)
        part = c**2 / (2 * l + 1)
        if l > 0:
            slope = l * (eval_legendre(l - 1, cosine) - cosine * legendre) / sine_1d
            d = (2 * l + 1) / (2 * l * (l + 1)) * np.sum(w_cos * X[:, 0] * slope)
            part += d**2 * l * (l + 1) / (2 * l + 1)
        parts.append(prefactor * 4 * np.pi * part)
    return sigma, np.array(parts)


def unitarity_fraction(energy):
    sigma, parts = triplet_cross(energy, partial=True)
    assert abs(parts.sum() / sigma - 1) < 1e-6
    ki = wave_numbers(energy, triplet_eV)[0]
    limits = (2 * np.arange(len(parts)) + 1) * np.pi / ki**2
    return np.max(parts / limits)


def singlet_cross(energy, threshold):
    """Direct Born cross section (bohr^2) for the allowed singlet."""
    ki, kf = wave_numbers(energy, threshold)
    return (2 * np.pi / (alpha * ki**2)
            * (exp1((ki - kf)**2 / (4 * alpha)) - exp1((ki + kf)**2 / (4 * alpha))))


# allowed cross section from a radial form factor and an angular integral
ki_s, kf_s = wave_numbers(100.0, singlet_eV)
q_angle = np.sqrt(ki_s**2 + kf_s**2 - 2 * ki_s * kf_s * cosine)
r_nodes, r_weights = np.polynomial.legendre.leggauss(200)
r, wr = 6 * (r_nodes + 1), 6 * r_weights
radial = 4 * np.pi * norm_a**2 * 2 * np.sqrt(alpha) * r**3 * np.exp(-2 * alpha * r**2)
form = spherical_jn(1, q_angle[:, None] * r[None, :]) @ (wr * radial)
amplitude = np.sqrt(2) * 4 * np.pi / q_angle**2 * form / (2 * np.pi)
sigma_quadrature = 2 * np.pi * kf_s / ki_s * np.sum(w_cos * amplitude**2)
assert abs(sigma_quadrature / singlet_cross(100.0, singlet_eV) - 1) < 1e-6


def high_energy_limit(energy):
    return 24 * np.pi * alpha / (2 * energy / HARTREE)**3


deviation = [triplet_cross(E) / high_energy_limit(E) - 1 for E in (2000.0, 4000.0)]
assert abs(deviation[1]) < 0.03
assert 0.4 < deviation[1] / deviation[0] < 0.6      # error falls as 1/E

# ---------- spin-orbit mixing opens a direct path ----------
levels, vectors = np.linalg.eigh([[triplet_eV, coupling_eV], [coupling_eV, singlet_eV]])
singlet_weight = vectors[1, 0]**2
assert abs(singlet_weight / (coupling_eV / splitting_eV)**2 - 1) < 0.01


def mixed_direct(energy):
    return singlet_weight * singlet_cross(energy, triplet_eV)


crossover = brentq(lambda E: np.log(triplet_cross(E) / mixed_direct(E)), 100.0, 5000.0)

# ---------- discharge example ----------
beam_eV, bulk_eV = 100.0, 3.0
pressure_mTorr, gas_K, gap_cm = 20.0, 400.0, 3.0
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K) * 1e-6
sigma_T = triplet_cross(beam_eV) * AREA
sigma_S = singlet_cross(beam_eV, singlet_eV) * AREA
ki_b, kf_b = wave_numbers(beam_eV, triplet_eV)
bulk_fraction = gammaincc(1.5, triplet_eV / bulk_eV)
rest_eV = const.m_e * const.c**2 / const.e

print("TENSOR AND LATTICE TESTS")
print(f"largest direct triplet amplitude: {np.max(abs(direct)):.1e} (model units)")
print(f"direct singlet amplitude: {abs(singlet_direct):.3f} (model units)")
print(f"spin-summed factor on |G|^2: {spin_factor:.6f}")
print(f"spin-flip share: {flip_share:.6f}")
print(f"triplet probability, distinguishable: {weight_tagged:.1e}")
print(f"triplet probability, identical: {weight_identical:.4f}")
print(f"triplet probability, distinguishable + spin field: {weight_field:.4f}")
print("MODEL TARGET")
print(f"rms orbital radius: {rms_radius:.2f} angstrom")
print(f"Gaussian exponent alpha: {alpha:.5f} bohr^-2")
print(f"exchange integral J: {exchange_J * HARTREE:.3f} eV")
print(f"singlet-triplet splitting 2J: {splitting_eV:.3f} eV")
print(f"triplet threshold: {triplet_eV:.3f} eV")
print(f"singlet threshold: {singlet_eV:.3f} eV")
print("CROSS SECTIONS (angstrom^2)")
print("columns: E/eV, triplet exchange, singlet direct,")
print("  plane/orthogonalised triplet ratio, largest unitarity fraction")
for E in (10.0, 20.0, 50.0, 100.0, 200.0, 400.0):
    orth = triplet_cross(E)
    print(f"{E:5.0f} {orth * AREA:.4e} {singlet_cross(E, singlet_eV) * AREA:.4e}"
          f" {triplet_cross(E, False) / orth:.4f} {unitarity_fraction(E):.2e}")
print("EXAMPLE: SHEATH-ACCELERATED ELECTRON")
print(f"electron energy: {beam_eV:.0f} eV")
print(f"ki: {ki_b / BOHR:.4f} 1/angstrom")
print(f"kf: {kf_b / BOHR:.4f} 1/angstrom")
print(f"triplet cross section: {sigma_T:.4e} angstrom^2 = {sigma_T * 1e-16:.4e} cm^2")
print(f"high-energy formula: {high_energy_limit(beam_eV) * AREA:.4e} angstrom^2")
print(f"triplet/singlet ratio: {sigma_T / sigma_S:.3e}")
print(f"limit error at 2000 eV: {100 * deviation[0]:.2f} %")
print(f"limit error at 4000 eV: {100 * deviation[1]:.2f} %")
print(f"gas: {pressure_mTorr:.0f} mTorr, {gas_K:.0f} K, gap {gap_cm:.0f} cm")
print(f"gas density: {gas_density:.3e} cm^-3")
print(f"triplets per crossing: {gas_density * sigma_T * 1e-16 * gap_cm:.3e}")
print(f"singlets per crossing: {gas_density * sigma_S * 1e-16 * gap_cm:.3e}")
print("NEGLECTED EFFECTS")
print(f"spin-orbit coupling chosen: {coupling_eV:.3f} eV")
print(f"singlet weight in triplet: {singlet_weight:.3e}")
print(f"direct path by mixing at 100 eV: {mixed_direct(beam_eV) * AREA:.3e} angstrom^2")
print(f"mixing/exchange at 100 eV: {mixed_direct(beam_eV) * AREA / sigma_T:.4f}")
print(f"direct path equals exchange at: {crossover:.0f} eV")
print(f"E/mc^2 at 100 eV: {beam_eV / rest_eV:.2e}")
print(f"bulk electron temperature: {bulk_eV:.1f} eV")
print(f"bulk fraction above triplet threshold: {bulk_fraction:.4f}")
print("all assertions hold")
```

It prints:

```
TENSOR AND LATTICE TESTS
largest direct triplet amplitude: 3.3e-17 (model units)
direct singlet amplitude: 2.453 (model units)
spin-summed factor on |G|^2: 3.000000
spin-flip share: 0.666667
triplet probability, distinguishable: 0.0e+00
triplet probability, identical: 0.3316
triplet probability, distinguishable + spin field: 0.0381
MODEL TARGET
rms orbital radius: 1.00 angstrom
Gaussian exponent alpha: 0.21002 bohr^-2
exchange integral J: 2.345 eV
singlet-triplet splitting 2J: 4.690 eV
triplet threshold: 5.000 eV
singlet threshold: 9.690 eV
CROSS SECTIONS (angstrom^2)
columns: E/eV, triplet exchange, singlet direct,
  plane/orthogonalised triplet ratio, largest unitarity fraction
   10 2.1554e+00 3.4631e+00 41.3538 8.91e-01
   20 1.5561e+00 8.7099e+00 9.0646 3.76e-01
   50 1.9429e-01 5.8253e+00 1.1353 7.51e-02
  100 1.6745e-02 3.7379e+00 1.0003 6.23e-03
  200 1.6998e-03 2.2723e+00 1.0000 6.08e-04
  400 1.9235e-04 1.3357e+00 1.0000 6.82e-05
EXAMPLE: SHEATH-ACCELERATED ELECTRON
electron energy: 100 eV
ki: 5.1232 1/angstrom
kf: 4.9934 1/angstrom
triplet cross section: 1.6745e-02 angstrom^2 = 1.6745e-18 cm^2
high-energy formula: 1.1168e-02 angstrom^2
triplet/singlet ratio: 4.480e-03
limit error at 2000 eV: 1.95 %
limit error at 4000 eV: 0.97 %
gas: 20 mTorr, 400 K, gap 3 cm
gas density: 4.828e+14 cm^-3
triplets per crossing: 2.425e-03
singlets per crossing: 5.414e-01
NEGLECTED EFFECTS
spin-orbit coupling chosen: 0.050 eV
singlet weight in triplet: 1.136e-04
direct path by mixing at 100 eV: 5.971e-04 angstrom^2
mixing/exchange at 100 eV: 0.0357
direct path equals exchange at: 398 eV
E/mc^2 at 100 eV: 1.96e-04
bulk electron temperature: 3.0 eV
bulk fraction above triplet threshold: 0.3430
all assertions hold
```
